# Low-temperature limit of harmonic transition-state theory with quantum oscillators

**Question**

I am building a rate table for a kinetic Monte Carlo model of silicon growth from silane. One entry is the hop of a hydrogen atom along a dimer row of Si(001). So far I have used the classical harmonic rate, a ratio of vibrational frequencies times $e^{-V/k_BT}$. Since Si–H vibrations are stiff, I want to replace the classical partition functions by those of quantum oscillators, leaving tunnelling out.

I am told that at low temperature the result must become $k_BT/h$ times a Boltzmann factor with a zero-point-corrected barrier. I can't see where the frequencies in the prefactor go. There are also $N$ modes at the minimum but only $N-1$ real ones at the saddle, so I don't see how the zero-point energies should be counted. And may I use the limiting form at 700 K?

My rough inputs, with the substrate held rigid, are:

- barrier $V=1.70$ eV from minimum to saddle;
- vibrational quanta at the minimum: 0.26, 0.08 and 0.08 eV;
- real quanta at the saddle: 0.16 and 0.10 eV;
- quantum of the unstable mode: 0.12 eV.

**Answer**

The frequencies move from the prefactor into the exponent. To see this, write each oscillator partition function as a zero-point factor times a thermal factor. The first changes the barrier, and the second tends to one on cooling.

I use atomic units in the algebra, so $\hbar=1$, $h=2\pi$, and a frequency $\omega$ is also the energy of its quantum. I write $\beta=1/k_BT$ and measure energies from the potential minimum. The assumptions are thermal equilibrium in the initial well, no recrossing of the saddle, and a harmonic potential around both stationary points. The mode set is finite, with no zero frequencies. The rate is for one saddle.

**1. The modes at the two points**

In mass-weighted coordinates the kinetic energy is half the sum of squared momenta. An orthogonal rotation leaves it unchanged and can diagonalize the matrix of second derivatives of the potential. At the minimum this gives $N$ independent oscillators $\omega_i$. At the saddle the potential is

$$
U=V-\tfrac12\omega_b^2s^2+\tfrac12\sum_{j=1}^{N-1}(\omega_j^\ddagger)^2Q_j^2 ,
$$

where $s$ is the reaction coordinate, $Q_j$ are the other normal coordinates, and $\omega_b$ belongs to the unstable mode.

One quantum oscillator has levels $\omega(n+\tfrac12)$. Summing the geometric series,

$$
q=\sum_{n=0}^{\infty}e^{-\beta\omega(n+1/2)}
=\frac{e^{-\beta\omega/2}}{1-e^{-\beta\omega}}
=\frac{1}{2\sinh(\beta\omega/2)} .
$$

The last form follows on multiplying numerator and denominator by $e^{\beta\omega/2}$. Because the modes are independent, the partition function of the well is the product $Q_R=\prod_i q_i$. That of the real saddle modes is $Q^\ddagger=\prod_j q_j^\ddagger$.

**2. Where $k_BT/h$ comes from**

Transition-state theory equates the rate to the equilibrium one-way flux through the surface $s=0$, divided by $Q_R$. "No tunnelling" means that $s$ and its momentum $p$ are classical. In mass-weighted coordinates the velocity is $\dot s=p$, and a classical degree of freedom has phase-space measure $ds\,dp/2\pi$. The reaction coordinate therefore contributes

$$
\int\!\frac{ds\,dp}{2\pi}\,\delta(s)\,p\,\theta(p)\,
e^{-\beta(p^2/2-\omega_b^2s^2/2)}
=\frac1{2\pi}\int_0^\infty p\,e^{-\beta p^2/2}\,dp
=\frac{1}{2\pi\beta}.
$$

Here $\theta(p)$ keeps forward crossings. The delta function sets $s=0$, which removes $\omega_b$, and the substitution $\varepsilon=p^2/2$ does the last integral. In ordinary units the result is $k_BT/h$. This factor is present at every temperature; it is not produced by the low-temperature limit.

Multiplying by $Q^\ddagger e^{-\beta V}$ and dividing by $Q_R$ gives the full rate:

$$
k=\frac{1}{2\pi\beta}\,e^{-\beta V}\,
\frac{\prod_{i=1}^{N}2\sinh(\beta\omega_i/2)}
{\prod_{j=1}^{N-1}2\sinh(\beta\omega_j^\ddagger/2)} .
$$

**3. The low-temperature limit**

Factor each hyperbolic sine:

$$
2\sinh(\beta\omega/2)=e^{\beta\omega/2}-e^{-\beta\omega/2}
=e^{\beta\omega/2}\left(1-e^{-\beta\omega}\right).
$$

The well modes stand in the numerator and contribute $e^{+\beta\sum_i\omega_i/2}$. The saddle modes stand in the denominator and contribute $e^{-\beta\sum_j\omega_j^\ddagger/2}$. Collecting these with $e^{-\beta V}$,

$$
k=\frac{1}{2\pi\beta}\,e^{-\beta E_0}R,\qquad
E_0=V+\tfrac12\sum_{j=1}^{N-1}\omega_j^\ddagger-\tfrac12\sum_{i=1}^{N}\omega_i,
$$

$$
R=\frac{\prod_i(1-e^{-\beta\omega_i})}{\prod_j(1-e^{-\beta\omega_j^\ddagger})}.
$$

This is still an identity within the model. If $k_BT$ is far below every $\omega_i$ and $\omega_j^\ddagger$, all the exponentials in $R$ vanish and $R\to1$. In ordinary units,

$$
k\longrightarrow\frac{k_BT}{h}\,e^{-E_0/k_BT}.
$$

The error follows by expanding $R$. Each numerator factor contributes $-e^{-\beta\omega_i}$, and each denominator factor contributes $+e^{-\beta\omega_j^\ddagger}$ because $1/(1-y)=1+y+\dots$. Hence

$$
R-1\simeq-\sum_i e^{-\beta\omega_i}+\sum_j e^{-\beta\omega_j^\ddagger},
$$

up to products of two or more such exponentials. The softest real mode controls the approach, unless equal terms cancel.

The counting of modes is now settled. All $N$ well modes carry zero-point energy, including the one that turns into motion along the path. At the saddle the unstable mode has no bound levels and carries none.

The limit also has a direct reading. The well is in its ground state, and the saddle offers one open channel, with its transverse modes unexcited. Its threshold lies $E_0$ above the ground level of the well. With energy $E$ measured from that ground level, the thermal flux through the channel is

$$
\frac1{2\pi}\int_{E_0}^{\infty}e^{-\beta E}\,dE=\frac{1}{2\pi\beta}e^{-\beta E_0}.
$$

**4. The opposite limit returns your classical rate**

For small $x$, $2\sinh(x/2)=x(1+x^2/24+\dots)$. The numerator of the full rate supplies $\beta^N$ and the denominator $\beta^{N-1}$. The one power left over cancels the $1/\beta$ of the flux:

$$
k\to k_{\rm cl}=\frac1{2\pi}\frac{\prod_i\omega_i}{\prod_j\omega_j^\ddagger}\,e^{-\beta V}.
$$

Taking the logarithm of the next terms gives the first quantum correction,

$$
\ln\frac{k}{k_{\rm cl}}\simeq\frac{\beta^2}{24}
\left(\sum_i\omega_i^2-\sum_j(\omega_j^\ddagger)^2\right).
$$

So the frequency prefactor belongs to high temperature, with the bare barrier $V$. Combining it with $E_0$ at low temperature would be wrong, because the frequencies would then be counted twice.

**5. What an Arrhenius plot measures**

Since $d\ln[2\sinh(\beta\omega/2)]/d\beta=(\omega/2)\coth(\beta\omega/2)$, the local slope is

$$
E_a=-\frac{d\ln k}{d\beta}=V+\frac1\beta
+\sum_j\frac{\omega_j^\ddagger}{2}\coth\frac{\beta\omega_j^\ddagger}{2}
-\sum_i\frac{\omega_i}{2}\coth\frac{\beta\omega_i}{2}.
$$

At low temperature each coth tends to one, and $E_a\to E_0+k_BT$. The extra $k_BT$ comes from the temperature dependence of the prefactor. At high temperature each term $(\omega/2)\coth(\beta\omega/2)$ tends to $1/\beta$. Then $1/\beta+(N-1)/\beta-N/\beta=0$, and the slope is $V$.

**6. Your hydrogen hop**

The zero-point energies are $(0.26+0.08+0.08)/2=0.210$ eV at the minimum and $(0.16+0.10)/2=0.130$ eV at the saddle. Therefore

$$
E_0=1.70+0.130-0.210=1.620\ \text{eV}.
$$

At 700 K, $k_BT=0.06032$ eV and $k_BT/h=1.459\times10^{13}$ s$^{-1}$. The limiting form gives

$$
1.459\times10^{13}\,e^{-1.620/0.06032}\ \text{s}^{-1}\approx 31.7\ \text{s}^{-1}.
$$

The bending quanta are just 1.33 times $k_BT$, so $R$ is not close to one:

$$
R=\frac{(1-e^{-0.26/0.06032})(1-e^{-0.08/0.06032})^2}
{(1-e^{-0.16/0.06032})(1-e^{-0.10/0.06032})}
\approx\frac{0.987\times0.735^2}{0.930\times0.809}\approx0.71 .
$$

The full rate is 22.4 s$^{-1}$. The limiting form is 41% above it, so use the full formula at 700 K. It costs no more, because it needs the same frequencies.

The classical rate is 14.5 s$^{-1}$, and the full rate is 1.55 times as large. Three factors make up this number. The prefactor ratio $1.459/2.515=0.58$ lowers the rate, the smaller barrier raises it by $e^{0.080/0.06032}\approx3.77$, and $R$ lowers it by 0.71. Their product is 1.55.

With the same inputs at other temperatures:

| $T$ (K) | limiting / full | full / classical |
|---:|---:|---:|
| 150 | 1.004 | 60 |
| 300 | 1.07 | 5.1 |
| 700 | 1.41 | 1.55 |
| 900 | 1.58 | 1.32 |

The error formula of section 3 explains the first row. At 150 K, $k_BT=0.01293$ eV and

$$
1-R\simeq e^{-0.26/0.01293}+2e^{-0.08/0.01293}-e^{-0.16/0.01293}-e^{-0.10/0.01293}
\approx0.0037 .
$$

At 900 K the first quantum correction of section 4 gives $\ln(k/k_{\rm cl})\approx0.0448/(24\times0.07756^2)=0.31$. That is a ratio of 1.36, against 1.32 from the full expression.

The Arrhenius slope at 700 K is

$$
E_a\approx1.700+0.060+(0.092+0.074)-(0.134+2\times0.069)\approx1.65\ \text{eV}.
$$

This is neither $V$ nor $E_0$. It also lies below the low-temperature expression $E_0+k_BT=1.68$ eV, because the two bending modes at the minimum are already thermally excited; this lowers the slope by more than the excitation of the saddle modes raises it.

If the atom has two equal exits, one in each direction, its survival probability is $e^{-2kt}$ and its mean waiting time is $1/(2k)=0.022$ s at 700 K. This counts only hops along the row. On the real surface the atom can also hop to the other atom of its own dimer when that site is empty, which is a separate entry in your table and shortens the time spent on one site.

**7. Is the low-temperature limit physical?**

It is a correct limit of a model without tunnelling, but cooling is also what makes tunnelling important. Near its top, treat the barrier as a parabola, with $\varepsilon$ the energy relative to the top. The known transmission of a parabolic barrier is $P=1/(1+e^{-2\pi\varepsilon/\omega_b})$. Classical motion has a unit step instead, whose thermal integral is $1/\beta$. The tunnelling factor is therefore

$$
\kappa=\beta\int_{-\infty}^{\infty}\frac{e^{-\beta\varepsilon}}{1+e^{-2\pi\varepsilon/\omega_b}}\,d\varepsilon .
$$

Put $t=2\pi\varepsilon/\omega_b$ and $a=\beta\omega_b/2\pi$. The standard integral $\int_{-\infty}^{\infty}e^{-at}/(1+e^{-t})\,dt=\pi/\sin\pi a$, valid for $0<a<1$, gives

$$
\kappa=\frac{\pi a}{\sin\pi a}=\frac{\beta\omega_b/2}{\sin(\beta\omega_b/2)}.
$$

It diverges at $a=1$, that is at $k_BT_c=\hbar\omega_b/2\pi$ in ordinary units. Far below the top, $P$ falls as $e^{2\pi\varepsilon/\omega_b}$, and at $T_c$ the Boltzmann factor $e^{-\beta\varepsilon}$ grows just as fast.

For your hop $T_c\approx222$ K. The limiting form comes within 1% of the full rate below about 180 K, which is already under $T_c$. These inputs thus leave no temperature range in which the limit is accurate to 1% and tunnelling is small. With the other inputs fixed, the unstable quantum would have to be about 0.023 eV, instead of 0.12 eV, for the parabolic factor to be 1.1 at 180 K.

A real barrier has a finite height, so the divergence is an artefact of the parabola. As an estimate below $T_c$, take an Eckart barrier $E_0\,{\rm sech}^2(s/\ell)$. Its curvature at the top fixes $\ell=\sqrt{2E_0}/\omega_b$. With $y=s/\ell$, the semiclassical tunnelling exponent at energy $E$ is

$$
2\ell\int\sqrt{2E_0\,{\rm sech}^2y-2E}\;dy
=2\pi\ell\left(\sqrt{2E_0}-\sqrt{2E}\right)
=\frac{4\pi}{\omega_b}\left(E_0-\sqrt{EE_0}\right),
$$

taken between the turning points. For the integral, let $I(B)=\int\sqrt{A\,{\rm sech}^2y-B}\,dy$. With $u=\sinh y$,

$$
\frac{dI}{dB}=-\frac12\int\frac{du}{\sqrt{A-B-Bu^2}}=-\frac{\pi}{2\sqrt B},
$$

and $I(A)=0$, so $I=\pi(\sqrt A-\sqrt B)$.

The thermally weighted transmission peaks where $\beta E+4\pi(E_0-\sqrt{EE_0})/\omega_b$ is least. Setting the derivative to zero gives $\sqrt{E/E_0}=2\pi/(\beta\omega_b)=T/T_c$, hence

$$
E\simeq E_0(T/T_c)^2\qquad(T<T_c).
$$

At 150 K this is 0.742 eV, less than half the barrier height, and the maximum found with the full Eckart transmission agrees to the digits given. Integrating that transmission gives tunnelling factors of about $10^7$ at 150 K, 3.0 at 300 K, 1.19 at 700 K and 1.11 at 900 K. The 150 K factor depends strongly on the assumed barrier shape: a $\cos^2$ barrier with the same height and top curvature gives nearly $10^{11}$ in a semiclassical estimate. The rate without tunnelling is about $10^{-42}$ s$^{-1}$ there, so with either shape the hop is irrelevant to growth at 150 K.

**8. How far to trust the number for real silicon**

Your barrier and the quanta at the minimum are in the rough range for hydrogen on Si(001), and 700–900 K is a relevant range for silane-based growth. I would treat the saddle quanta as assumed values until you have computed them for your own surface. At 700 K, the sensitivities are:

- A barrier lower by 0.1 eV multiplies the rate by 5.2.
- Ten substrate modes of 0.03 eV, each 5% stiffer at the saddle, multiply it by 0.61. This is an assumed case that shows what the rigid substrate may hide.
- Tunnelling multiplies it by about 1.19 in the Eckart estimate.
- Anharmonicity of the Si–H stretch, modelled by a Morse well 3.3 eV deep, lowers its zero-point energy by 0.0013 eV. This raises $E_0$ and multiplies the rate by 0.98.

An assumed barrier error of 0.1 eV has the largest effect of these and exceeds the whole difference between the quantum and classical rates. A real surface also moves with the atom, so the rigid-substrate assumption is broken. A full crystal has acoustic modes with quanta below $k_BT$ at any temperature, and the mode-by-mode argument of section 3 does not cover them. Finally, the hop needs an empty neighbouring site, so your model must block it when that site is occupied.

The numerical output below lists the rates at all four temperatures.

## Computed values

```
barrier V: 1.70 eV
quanta at minimum: 0.26 0.08 0.08 eV
quanta at saddle: 0.16 0.10 eV
unstable-mode quantum: 0.12 eV
zero-point energy, minimum: 0.210 eV
zero-point energy, saddle: 0.130 eV
corrected barrier E0: 1.620 eV
classical prefactor: 2.515e+13 1/s
T = 150 K: kT = 0.01293 eV
  kT/h: 3.125e+12 1/s
  full rate: 1.158e-42 1/s
  limiting rate: 1.162e-42 1/s
  limiting/full: 1.0037 (no unit)
  classical rate: 1.919e-44 1/s
  full/classical: 60.36 (no unit)
  Eckart tunnelling factor: 1.34e+07 (no unit)
T = 300 K: kT = 0.02585 eV
  kT/h: 6.251e+12 1/s
  full rate: 3.556e-15 1/s
  limiting rate: 3.812e-15 1/s
  limiting/full: 1.0721 (no unit)
  classical rate: 6.946e-16 1/s
  full/classical: 5.119 (no unit)
  Eckart tunnelling factor: 3.03 (no unit)
T = 700 K: kT = 0.06032 eV
  kT/h: 1.459e+13 1/s
  full rate: 2.239e+01 1/s
  limiting rate: 3.165e+01 1/s
  limiting/full: 1.4135 (no unit)
  classical rate: 1.449e+01 1/s
  full/classical: 1.546 (no unit)
  Eckart tunnelling factor: 1.191 (no unit)
T = 900 K: kT = 0.07756 eV
  kT/h: 1.875e+13 1/s
  full rate: 1.005e+04 1/s
  limiting rate: 1.590e+04 1/s
  limiting/full: 1.5827 (no unit)
  classical rate: 7.602e+03 1/s
  full/classical: 1.322 (no unit)
  Eckart tunnelling factor: 1.112 (no unit)
limit within 1 percent below: 180.1 K
tunnelling crossover T_c: 221.6 K
unstable quantum for 10% tunnelling there: 0.0232 eV
dominant energy at 150 K: 0.742 eV
rule E0 (T/T_c)^2 at 150 K: 0.742 eV
Arrhenius slope at 700 K: 1.6546 eV
mean wait, two exits, 700 K: 2.2327e-02 s
parabolic tunnelling factor, 700 K: 1.186 (no unit)
factor for 0.1 eV lower barrier, 700 K: 5.25 (no unit)
factor for ten stiffer modes, 700 K: 0.607 (no unit)
assumed Morse depth: 3.3 eV
Morse zero-point shift: -0.00128 eV
factor from Morse shift, 700 K: 0.979 (no unit)
```
